# Mean temperature rise of a current-heated line with cold via ends: a numerical check

```python
# Result under test: a uniformly heated line of half-length a, with both ends held
# at the sink temperature T0, has the mean temperature rise
#     mean = long_rise * (1 - tanh(u)/u),   u = a / healing_length,
# long_rise = heating / loss,  healing_length = sqrt(axial / loss), where
#   heating = Joule heat per unit length (W/m)
#   loss    = heat lost through the dielectric per unit length and kelvin (W/(m K))
#   axial   = metal thermal conductivity times cross-section (W m/K)
# All rises are measured from T0. SI units inside, engineering units in the output.
import numpy as np
from scipy import constants as const
from scipy.linalg import solve_banded
from scipy.optimize import brentq
from scipy.sparse import coo_matrix, diags
from scipy.sparse.linalg import spsolve


def mean_factor(u):
    return 1 - np.tanh(u) / u


def slice_balance(half, heating, loss, axial, end_resistance=0.0, end_rise=0.0,
                  tcr=0.0, n=2000):
    """Heat balance of n slices of the half line; returns rises and end heat flow."""
    dx = half / n
    link = axial / dx
    end_link = 1 / (dx / (2 * axial) + end_resistance)
    bands = np.zeros((3, n))
    bands[0, 1:] = -link
    bands[2, :-1] = -link
    bands[1] = 2 * link + loss * dx
    bands[1, 0] -= link
    bands[1, -1] += end_link - link
    rise = np.zeros(n)
    for _ in range(40 if tcr else 1):      # repeated heating with updated resistivity
        source = heating * (1 + tcr * rise) * dx
        source[-1] += end_link * end_rise
        rise = solve_banded((1, 1), bands, source)
    return rise, end_link * (rise[-1] - end_rise)


def shape_factor(q, cell, half_width, thick, below, above, half_domain):
    """Heat flow per length, per kelvin and per unit dielectric conductivity from a
    line at unit rise varying as cos(q x) along its axis. Sink at the bottom,
    adiabatic top and side. Lengths in nm, q in 1/nm."""
    nx = round(half_domain / cell)
    nz = round((below + thick + above) / cell)
    metal = np.zeros((nx, nz), dtype=bool)
    metal[:round(half_width / cell),
          round(below / cell):round((below + thick) / cell)] = True
    free = ~metal
    index = -np.ones((nx, nz), dtype=int)
    index[free] = np.arange(free.sum())
    diagonal = np.full((nx, nz), (q * cell) ** 2)
    to_line = np.zeros((nx, nz))
    rows, cols = [], []
    every, first, last = slice(None), slice(None, -1), slice(1, None)
    for one, two in (((first, every), (last, every)), ((every, first), (every, last))):
        both = free[one] & free[two]
        diagonal[one] += both
        diagonal[two] += both
        rows.append(index[one][both])
        cols.append(index[two][both])
        to_line[one] += 2.0 * (free[one] & metal[two])
        to_line[two] += 2.0 * (metal[one] & free[two])
    diagonal[:, 0] += 2.0
    diagonal += to_line
    rows, cols = np.concatenate(rows), np.concatenate(cols)
    size = int(free.sum())
    off = coo_matrix((-np.ones(len(rows)), (rows, cols)), shape=(size, size))
    matrix = (off + off.T + diags(diagonal[free])).tocsc()
    field = spsolve(matrix, to_line[free], permc_spec="MMD_AT_PLUS_A")
    return 2 * np.sum(to_line[free] * (1 - field))


# ---------- example inputs: rough typical values, copper in carbon-doped oxide ----------
nm, um = 1e-9, 1e-6
width, thick, below, above = 100.0, 200.0, 400.0, 200.0      # nm
domain = 2400.0                                             # nm, half-width of section
length = 10 * um
k_diel = 0.3                                                # W/(m K)
T0 = 378.0                                                  # K
rho = 3.0e-8                                                # ohm m, at T0
j = 1.0e11                                                  # A/m2
tcr = 0.003                                                 # 1/K, referred to T0
activation = 0.9                                            # eV
via_area = 100 * nm * 200 * nm                              # bar-shaped via
via_height, liner, rho_liner = 200 * nm, 3 * nm, 2.0e-6     # m, m, ohm m
k_silicon = 110.0                                           # W/(m K)

lorenz = np.pi**2 / 3 * (const.k / const.e) ** 2
k_metal = lorenz * T0 / rho
area = width * thick * nm**2
axial = k_metal * area
heating = j**2 * rho * area
half = length / 2

# ---------- cross-section solver: exact plate case, then grid refinement ----------
q_test = 0.003
plate = shape_factor(q_test, 12.5, 600, thick, below, above, 600)
plate_exact = 1200 * q_test * (1 / np.tanh(q_test * below) + np.tanh(q_test * above))
assert abs(plate / plate_exact - 1) < 3e-3

section = (width / 2, thick, below, above, domain)
shape = {c: shape_factor(0.0, c, *section) for c in (12.5, 10.0, 6.25, 5.0)}


def extrapolate(coarse, fine):
    # the field at a right-angled metal edge gives an error of order cell**(4/3)
    a, b = coarse ** (4 / 3), fine ** (4 / 3)
    return (a * shape[fine] - b * shape[coarse]) / (a - b)


S = extrapolate(10.0, 5.0)
S_other = extrapolate(12.5, 6.25)
assert abs(S_other / S - 1) < 5e-3
loss = k_diel * S
heal = np.sqrt(axial / loss)
long_rise = heating / loss
u = half / heal
mean = long_rise * mean_factor(u)
peak = long_rise * (1 - 1 / np.cosh(u))

# ---------- main result against the slice-by-slice heat balance ----------
for v in (0.2, 0.7, u, 3.0, 8.0):
    rise, end_heat = slice_balance(v * heal, heating, loss, axial)
    assert abs(rise.mean() / (long_rise * mean_factor(v)) - 1) < 1e-4
    assert abs(rise[0] / (long_rise * (1 - 1 / np.cosh(v))) - 1) < 1e-4
    assert abs(end_heat / (heating * v * heal) - np.tanh(v) / v) < 1e-5
    if v == 0.2:
        assert abs(rise.mean() / long_rise / (v**2 / 3 - 2 * v**4 / 15) - 1) < 5e-4
    if v == 8.0:
        assert abs(rise.mean() / long_rise - (1 - 1 / v)) < 1e-5
no_loss, _ = slice_balance(half, heating, 0.0, axial)
short_limit = heating * half**2 / (3 * axial)
assert abs(no_loss.mean() / short_limit - 1) < 1e-5

# ---------- main result against a cosine series ----------
p = (np.arange(20000) + 0.5) * np.pi
assert abs(np.sum(2 * u**2 / (p**2 * (p**2 + u**2))) - mean_factor(u)) < 1e-9

# ---------- neglected: via resistance and via self-heating ----------
current = j * area
n_cu, n_li = 400, 60
rho_z = np.r_[np.full(n_cu, rho), np.full(n_li, rho_liner)]
dz = np.r_[np.full(n_cu, via_height / n_cu), np.full(n_li, liner / n_li)]
electric = rho_z * dz / via_area
thermal = dz / (lorenz * T0 / rho_z * via_area)
via_heat = current**2 * electric
via_R = thermal.sum()
delta_sum = np.sum((np.cumsum(via_heat) - via_heat / 2) * thermal)
via_voltage = current * (rho * via_height + rho_liner * liner) / via_area
delta = via_voltage**2 / (2 * lorenz * T0)
assert abs(delta_sum / delta - 1) < 1e-6
r = via_R * axial / heal
mean_via = long_rise * (1 - (1 - delta / long_rise) * np.tanh(u)
                        / (u * (1 + r * np.tanh(u))))
rise_via, _ = slice_balance(half, heating, loss, axial, via_R, delta)
assert abs(rise_via.mean() / mean_via - 1) < 1e-4

# ---------- neglected: resistivity growing with temperature ----------
s = tcr * long_rise
assert s < 1
mean_tcr = long_rise * mean_factor(u * np.sqrt(1 - s)) / (1 - s)
rise_tcr, _ = slice_balance(half, heating, loss, axial, tcr=tcr)
assert abs(rise_tcr.mean() / mean_tcr - 1) < 1e-4
rise_both, _ = slice_balance(half, heating, loss, axial, via_R, delta, tcr)
mean_both = rise_both.mean()

# ---------- neglected: axial conduction in the dielectric (lower bound on mean) ----------
mean_lower = mean
for order in range(8):
    pn = (order + 0.5) * np.pi
    qn = pn / half
    loss_q = loss * shape_factor(qn * nm, 12.5, *section) / shape[12.5]
    assert loss_q > loss
    mean_lower += 2 * heating / pn**2 * (1 / (axial * qn**2 + loss_q)
                                         - 1 / (axial * qn**2 + loss))
assert 0 < mean_lower < mean

# ---------- neglected: substrate heating, all heat entering a strip on silicon ----------
strip = below * nm                                          # half-width of the strip
flux = heating / (2 * strip)
silicon_rise = 2 * flux / (np.pi * k_silicon) * (
    half * np.arcsinh(strip / half) + strip * np.arcsinh(half / strip))


def percent(value):
    return 100 * (value / mean - 1)


assert percent(mean_via) > max(abs(percent(mean_tcr)), abs(percent(mean_lower)),
                               100 * silicon_rise / mean)

arrhenius = np.exp(activation * const.e / const.k
                   * (1 / (T0 + mean) - 1 / (T0 + long_rise)))
u_five = brentq(lambda v: np.tanh(v) / v - 0.05, 1, 100)

print(f"line width, thickness: {width:.0f}, {thick:.0f} nm")
print(f"dielectric below, above: {below:.0f}, {above:.0f} nm")
print(f"line length: {length/um:.1f} um; half-length: {half/um:.1f} um")
print(f"dielectric conductivity: {k_diel:.2f} W/(m K)")
print(f"sink temperature T0: {T0:.0f} K")
print(f"copper resistivity at T0: {rho*1e8:.2f} uohm cm")
print(f"current density: {j*1e-10:.1f} MA/cm2; current: {current*1e3:.2f} mA")
print(f"current density times length: {j*length*1e-2:.0f} A/cm")
print(f"Lorenz number: {lorenz:.4e} W ohm/K2")
print(f"copper thermal conductivity: {k_metal:.1f} W/(m K)")
print(f"metal cross-section: {area*1e12:.4f} um2")
print(f"axial conductance times length kA: {axial:.4e} W m/K")
print(f"Joule heat per length: {heating:.3f} W/m")
print(f"shape factor, 10 nm and 5 nm cells: {shape[10.0]:.4f}, {shape[5.0]:.4f}")
print(f"shape factor, two extrapolations: {S:.4f}, {S_other:.4f}")
print(f"loss per length g: {loss:.4f} W/(m K)")
print(f"healing length: {heal/um:.3f} um")
print(f"u: {u:.4f}; tanh(u): {np.tanh(u):.4f}")
print(f"via heat fraction tanh(u)/u: {np.tanh(u)/u:.4f}")
print(f"factor F: {mean_factor(u):.4f}")
print(f"long-line rise: {long_rise:.3f} K")
print(f"mean rise: {mean:.3f} K; peak rise: {peak:.3f} K")
print(f"mean rise, slice balance: {slice_balance(half, heating, loss, axial)[0].mean():.3f} K")
print(f"mean rise with no dielectric loss: {short_limit:.3f} K")
print(f"relative resistance increase at mean rise: {100*tcr*mean:.3f} %")
print("length (um), u, F, mean rise (K):")
for size in (2, 5, 10, 20, 50, 100):
    v = size * um / 2 / heal
    print(f"  {size:4d}  {v:8.4f}  {mean_factor(v):.4f}  {long_rise*mean_factor(v):.3f}")
print(f"length for a 5 % reduction: {2*u_five*heal/um:.1f} um (u = {u_five:.2f})")
print(f"activation energy: {activation:.2f} eV")
print(f"Arrhenius rate ratio, long-line to mean temperature: {arrhenius:.3f}")
print("Neglected effects, change of the mean rise:")
print(f"via: area {via_area*1e12:.3f} um2, height {via_height/nm:.0f} nm")
print(f"via liner: {liner/nm:.0f} nm, {rho_liner*1e8:.0f} uohm cm")
print(f"via thermal resistance R: {via_R:.3e} K/W; r: {r:.4f}")
print(f"via voltage: {via_voltage*1e3:.3f} mV; self-heating delta: {delta:.4f} K")
print(f"real vias: mean {mean_via:.3f} K, change {percent(mean_via):+.1f} %")
print(f"temperature coefficient: {tcr:.4f} 1/K; s: {s:.4f}")
print(f"resistivity feedback: mean {mean_tcr:.3f} K, change {percent(mean_tcr):+.2f} %")
print(f"vias and feedback together: mean {mean_both:.3f} K, change {percent(mean_both):+.1f} %")
print(f"axial dielectric flow, lower bound: {mean_lower:.3f} K, {percent(mean_lower):+.2f} %")
print(f"silicon conductivity: {k_silicon:.0f} W/(m K)")
print(f"silicon surface rise, estimate: {silicon_rise:.3f} K, {100*silicon_rise/mean:.1f} % of mean")
print(f"loss over metal conductivity g/k: {loss/k_metal:.2e}")
print("all assertions hold")
```

Running it gives:

```
line width, thickness: 100, 200 nm
dielectric below, above: 400, 200 nm
line length: 10.0 um; half-length: 5.0 um
dielectric conductivity: 0.30 W/(m K)
sink temperature T0: 378 K
copper resistivity at T0: 3.00 uohm cm
current density: 10.0 MA/cm2; current: 2.00 mA
current density times length: 10000 A/cm
Lorenz number: 2.4430e-08 W ohm/K2
copper thermal conductivity: 307.8 W/(m K)
metal cross-section: 0.0200 um2
axial conductance times length kA: 6.1564e-12 W m/K
Joule heat per length: 6.000 W/m
shape factor, 10 nm and 5 nm cells: 2.2238, 2.2273
shape factor, two extrapolations: 2.2295, 2.2296
loss per length g: 0.6689 W/(m K)
healing length: 3.034 um
u: 1.6481; tanh(u): 0.9286
via heat fraction tanh(u)/u: 0.5634
factor F: 0.4366
long-line rise: 8.970 K
mean rise: 3.916 K; peak rise: 5.642 K
mean rise, slice balance: 3.916 K
mean rise with no dielectric loss: 8.122 K
relative resistance increase at mean rise: 1.175 %
length (um), u, F, mean rise (K):
     2    0.3296  0.0347  0.311
     5    0.8240  0.1781  1.598
    10    1.6481  0.4366  3.916
    20    3.2961  0.6974  6.256
    50    8.2404  0.8786  7.882
   100   16.4807  0.9393  8.426
length for a 5 % reduction: 121.4 um (u = 20.00)
activation energy: 0.90 eV
Arrhenius rate ratio, long-line to mean temperature: 1.429
Neglected effects, change of the mean rise:
via: area 0.020 um2, height 200 nm
via liner: 3 nm, 200 uohm cm
via thermal resistance R: 6.497e+04 K/W; r: 0.1318
via voltage: 1.200 mV; self-heating delta: 0.0780 K
real vias: mean 4.507 K, change +15.1 %
temperature coefficient: 0.0030 1/K; s: 0.0269
resistivity feedback: mean 3.971 K, change +1.40 %
vias and feedback together: mean 4.574 K, change +16.8 %
axial dielectric flow, lower bound: 3.894 K, -0.57 %
silicon conductivity: 110 W/(m K)
silicon surface rise, estimate: 0.073 K, 1.9 % of mean
loss over metal conductivity g/k: 2.17e-03
all assertions hold
```
